# Why jamming of parallel squares slows as ln(t)/t

## A case that can be seen through

Suppose that a surface is nearly full and that only separate rectangular openings remain. An opening, or target, is the set of points where the centre of one more molecule may land. Measure its sides $x$ and $y$ in units of the molecular side $a$. Molecules make $k$ adsorption attempts per unit area and time, at uniformly random places, so attempts fall in this target at the rate $ka^2xy$. With the dimensionless dose

$$
\tau=ka^2t,
$$

the probability that no attempt has yet hit the target is $e^{-\tau xy}$.

Now let there be one such target per area $a^2$ on average, with every pair of sides between 0 and 1 equally likely. The density of survivors is

$$
S(\tau)=\int_0^1\!dx\int_0^1\!dy\,e^{-\tau xy}
=\int_0^1\frac{1-e^{-\tau x}}{\tau x}\,dx
=\frac1\tau\int_0^\tau\frac{1-e^{-s}}{s}\,ds,
$$

where $s=\tau x$ in the last step. For $\tau>1$, split the integral at $s=1$. The term $1/s$ gives $\ln\tau$ above the split, and the rest is

$$
\int_0^1\frac{1-e^{-s}}s\,ds-\int_1^\infty\frac{e^{-s}}s\,ds+\int_\tau^\infty\frac{e^{-s}}s\,ds .
$$

Integrating the first two terms by parts, with $ds/s=d\ln s$, turns them into $-\int_0^\infty e^{-s}\ln s\,ds=\gamma$, which is Euler's constant. The last term is the exponential integral $E_1(\tau)$. Hence

$$
S(\tau)=\frac{\ln\tau+\gamma+E_1(\tau)}{\tau}.
$$

At $\tau=50$ this is 0.0898. If the two sides were locked together, $x=y=h$, with $h$ uniform between 0 and 1, the survivors would instead be

$$
\int_0^1e^{-\tau h^2}dh\simeq\frac12\sqrt{\frac{\pi}{\tau}},
$$

a much slower decay. Two free sides thus give $\ln\tau/\tau$, and one free size gives $\tau^{-1/2}$.

The logarithm comes from elongated targets. At fixed area $A=xy$, the element $dx\,dy$ equals $dA\,dx/x$, so equal intervals of $\ln x$ count equally. Since both sides lie below 1, $x$ runs from $A$ to 1, a logarithmic range $\ln(1/A)$. Survivors have areas of order $1/\tau$ or less, so this range grows as $\ln\tau$.

## Why the last openings are rectangles

The full model is random sequential adsorption. Identical squares with one common orientation arrive on a continuous plane. An attempt that would cause overlap fails, and an adsorbed square never moves, turns or leaves. The coverage $\theta$ rises to the jamming value $\theta_J$, at which no target remains.

Each adsorbed square forbids new centres within a parallel square of side $2a$. The open region therefore has edges in two directions only. A closed hole needs a left, a right, a lower and an upper edge. Four edge positions, less two for moving the whole hole, leave two sizes. Had three non-parallel edges closed the hole, three positions less two would have left one size $h$, with area proportional to $h^2$, and the $\tau^{-1/2}$ law would follow for a finite density at $h=0$.

Holes of other shapes also occur, but they die out sooner. Take an L-shape with a corner block $x_1$ by $y_1$ and arms of lengths $x_2$ and $y_2$. Its area is $x_1y_1+x_2y_1+x_1y_2$. For a uniform density with all four lengths between 0 and 1, integrating the survival factor over the arm lengths gives

$$
\frac{1-e^{-\tau y_1}}{\tau y_1}\,\frac{1-e^{-\tau x_1}}{\tau x_1}.
$$

This is about $1/(\tau^2x_1y_1)$ when $x_1,y_1>1/\tau$. The remaining factor $e^{-\tau x_1y_1}$ requires roughly $x_1y_1<1/\tau$. In the variables $u=\ln(1/x_1)$ and $v=\ln(1/y_1)$ the allowed region is a triangle, $u,v<\ln\tau$ and $u+v>\ln\tau$, of area $\frac12\ln^2\tau$. To leading order in $\ln\tau$, L-shapes therefore contribute $\ln^2\tau/(2\tau^2)$ times their density at small size (the full integral is about a third larger at $\tau=100$), which is smaller than the rectangular term by a factor of order $\ln\tau/\tau$.

## The law for unequal densities

Let $n(x,y)$ be the late-time density of rectangular targets per area $a^2$ and per $dx\,dy$, with the survival factor taken out. A target with both sides below 1 accepts one square and is then fully blocked. Each such target adds one square of area $a^2$. If all other targets are neglected, the missing coverage therefore equals the number of rectangular targets per $a^2$:

$$
\theta_J-\theta=\int_0^\infty\!\!\int_0^\infty n(x,y)e^{-\tau xy}\,dx\,dy .
$$

Targets longer than 1 may accept more than one square. At late times they must be thin, of width about $1/\tau$, so they change the $1/\tau$ term but not the logarithm.

Assume that $n$ is smooth, finite and nonzero at the origin, and decays at large size. This is a physical assumption, not a proved property of the model. Put $w=\partial^2n/\partial X\partial Y$. Then

$$
n(x,y)=\int_x^\infty\!\!dX\int_y^\infty\!\!dY\,w(X,Y),
$$

which is a sum of uniform densities on boxes of sides $X$ and $Y$, with weight $w$. Rescaling both sides in the opening calculation shows that each box contributes $[\ln(\tau XY)+\gamma+E_1(\tau XY)]/\tau$. The weights add up to $n(0,0)=n_0$. The $\ln X$ term needs $\int w\,dY=-\partial_Xn(X,0)$, because $n$ vanishes at large $Y$. Therefore

$$
\theta_J-\theta=\frac{n_0\ln\tau+C}{\tau}+\text{smaller terms},
$$

$$
C=\gamma n_0-\int_0^\infty\partial_xn(x,0)\ln x\,dx-\int_0^\infty\partial_yn(0,y)\ln y\,dy .
$$

This expression for $C$ counts one square per target, so long targets correct it.

The sides need not be statistically independent. For the correlated density $n=e^{-(x+y)^2}$, the substitution $s=x^2$ gives

$$
\int_0^\infty2xe^{-x^2}\ln x\,dx=\frac12\int_0^\infty e^{-s}\ln s\,ds=-\frac\gamma2
$$

for each edge term, so $C=0$ while the logarithm remains. What matters is that the two sizes can vary separately and that their joint density at zero size is finite and nonzero.

## How large the effect is

The numbers below come from an event-driven simulation. It stores the open region as rectangles and draws each next arrival at a rate equal to the open area, until none is left. Four periodic planes of side $200a$ took up 89,885 squares, which gives $\theta_J=0.562$. Of the targets filled between $\tau=1$ and 3, 16% were rectangles; after $\tau=100$, 96% were.

| $\tau$ | $\tau(\theta_J-\theta)$ | counting error |
|---:|---:|---:|
| 20 | 0.861 | 0.010 |
| 100 | 1.44 | 0.03 |
| 300 | 1.91 | 0.06 |
| 1000 | 2.33 | 0.12 |

A pure $1/\tau$ law would make the second column constant. Its slope against $\ln\tau$ between 20 and 300 is $0.387\pm0.022$.

The target sizes give a separate estimate of this slope. Counting filled rectangles with both sides below 0.2, and dividing by the plane area in units of $a^2$ and by $0.2^2$, gives a mean density of $0.313\pm0.007$. With the limit 0.1 it is $0.359\pm0.015$. The density thus rises towards zero size, and the larger box underestimates $n_0$. If the rise is linear, the value at the origin is $2(0.359)-0.313\approx0.41$, with a statistical error of about 0.03. This is close to the slope, but both are finite-range estimates, and the linear rise is an assumption, so the late-time $n_0$ may differ from either.

The survivors also become more elongated. The mean of $|\ln(x/y)|$, taken over rectangles filled after dose $\tau$ and with their shape at filling, rises from 1.91 for $\tau=20$ to 2.79 for $\tau=300$. For a uniform density, the leading estimate is a rise of $\frac12\ln15=1.35$, and the full integral over the unit box gives 1.25. The simulated rise of 0.88 has the expected sign but is smaller; the cause of the difference has not been isolated.

For dose estimates, take the slope 0.387 and fix the constant at $\tau=100$: $C=1.437-0.387\ln100=-0.345$. Then

$$
\theta_J-\theta\approx\frac{0.387\ln\tau-0.345}{\tau}.
$$

The two numbers are fitted values, not the asymptotic $n_0$ and $C$. The formula is meant for $\tau$ of about 50 and above: at $\tau=20$ it gives $\tau(\theta_J-\theta)=0.81$ against the simulated 0.86, and below $\tau\approx2.4$ it turns negative. If the slope still rises towards a higher $n_0$, this formula underestimates the gap at large $\tau$.

## A dose in seconds, and a real surface

Consider a titanium amide precursor, Ti(NMe$_2$)$_4$, in atomic layer deposition. Rough inputs are a molar mass of 224 g/mol, a footprint side of 0.7 nm, a pressure of 0.1 Torr, a temperature of 450 K and a reaction probability of 0.001 on open surface. The last value is an assumption and sets the time scale directly. Kinetic theory gives the flux

$$
\frac{p}{\sqrt{2\pi mk_BT}}=1.106\times10^5\ \mathrm{nm^{-2}\,s^{-1}},
$$

and multiplying by the reaction probability gives $k=110.6\ \mathrm{nm^{-2}\,s^{-1}}$ and $ka^2=110.6\times0.49=54.2\ \mathrm{s^{-1}}$.

In the simulation, 1% of the final coverage is missing at $\tau=346$, or $346/54.2=6.4$ s. For 0.1% the values are $\tau\approx5200$ and 96 s; about 90 late arrivals fix this point, so it is uncertain by roughly 10%. Extrapolated far beyond the range of its fit, the law puts 0.01% near $\tau=7.1\times10^4$, or about 1300 s; a slope that still rises would lengthen this time. Going from a 1% to a 0.1% shortfall costs a factor of about 15 in dose, not 10, because the logarithm also grows. A Langmuir curve $\theta=\theta_J(1-e^{-\tau/\theta_J})$, with the same initial rate and final coverage, would need only 0.048 s for 1% and 0.072 s for 0.1%.

These long times belong to the ideal continuous surface. A real oxide binds the precursor at discrete reactive sites, roughly 5 per nm$^2$. Let point sites be placed at random with density $\sigma$, and share the attempts equally among them. Each site is hit at the rate $k/\sigma$. Only its first hit matters, since a blocked site stays blocked. The first hits are random points on the plane, so the process is the continuous one at the effective dose

$$
\tau_{\rm eff}=\sigma a^2\left(1-e^{-kt/\sigma}\right).
$$

For $kt\ll\sigma$ this reduces to $ka^2t$. At long times it stops at $\sigma a^2=5\times0.49=2.45$, where the simulated coverage is 0.415, or 26% below $\theta_J$. This value belongs to randomly placed sites. On a square lattice of sites aligned with the molecules, each molecule blocks its eight neighbours for $1<\sigma a^2<4$ and about 0.19 of the sites end up occupied. The coverage is then about 0.46 at the same density, and it drops abruptly when $\sigma a^2$ passes 4. The final approach is exponential, with time constant $\sigma/k=5/110.6=0.045$ s. Reaching the 1% point would take $346/0.49\approx710$ sites per nm$^2$, far beyond the density of atoms on a surface. The $\ln t/t$ regime is therefore absent in this example.

Orientation is a second limit. A square turned by a small angle $\phi$ has width $a(\cos\phi+\sin\phi)$, so a target between long aligned faces narrows by $a(\cos\phi+\sin\phi-1)\approx a\phi$. At the 1% point, a square target with mean lifetime equal to the elapsed time has side $a/\sqrt{346}=0.038$ nm, and a turn of 3.2° closes it if the surrounding faces extend far enough to meet the turned corners. Most survivors are elongated and close sooner: among rectangles filled after this dose, the median short side is about $0.01a$, which corresponds to a turn of about 0.6°. Between shorter or offset faces, the turned square may still fit. A real precursor is not a rigid aligned square, and its footprint changes as it loses ligands. Diffusion and desorption are also left out, and their effects are not sized here.

## What to do about it

1. Compute $\sigma a^2$ before using a jamming law. If the dose $\tau$ needed for the target shortfall exceeds it, randomly placed sites end the process first. Longer exposure then cannot recover the missing coverage within this model; more randomly placed sites per area can. A smaller footprint at the same site density lets more molecules adsorb per area, but it lowers $\sigma a^2$, so the covered fraction stops further below jamming.

2. If a slow tail appears although $\sigma a^2$ is small, this mechanism does not explain it. Gas transport, slow secondary reactions and desorption are candidates to examine.

3. Where the surface is effectively continuous and the orientation is fixed, test the law through the uptake rate. Differentiating the gap gives

$$
\tau^2\frac{d\theta}{d\tau}=n_0(\ln\tau-1)+C .
$$

At constant pressure and temperature, $t^2\,d\theta/dt$ should then approach a straight line in $\ln t$ at late times. The approach is slow: the local slope is about 0.2 near $\tau=10$ and about 0.3 near $\tau=40$, and it reaches about 0.4 only beyond $\tau\approx100$, so an early window underestimates $n_0$. This plot does not need $\theta_J$. In a plot of $t(\theta_J-\theta)$, by contrast, an error $\delta$ in $\theta_J$ adds a false term $t\delta$, which eventually hides the logarithm.
